\section*{Offset Loss between Identical Gaussian Modes in Fibre-to-Chip Coupling}

A fibre delivers light to a waveguide on a silicon chip through a spot-size converter. The two facets face each other, but their axes are parallel and displaced sideways by a distance $d$. This problem asks how much power crosses the joint, and what the offset does to a measurement of waveguide loss.

The two modes have the same polarization and the same real profile, with flat phase fronts in a common plane:
\begin{equation}
\psi_1(\mathbf r)=e^{-r^2/w^2},\qquad
\psi_2(\mathbf r)=e^{-|\mathbf r-\mathbf d|^2/w^2},\qquad \mathbf r=(x,y).
\end{equation}
The mode radius $w$ is where the field has fallen to $1/e$ and the intensity to $1/e^2$. It is half the mode-field diameter. Fields are treated as scalars, the guides as weakly guiding and lossless over the joint, and the space between them as index matched, so that reflection is negligible and power is proportional to $\int|E|^2\,dA$ with one constant on both sides. Lengths are in micrometres and losses in decibels.

\section*{(a) Power as a projection}

\textbf{Question.} A field $E(\mathbf r)$ arrives at the receiving guide. What fraction $\eta$ of its power enters the mode $\psi_2$?

\textbf{Solution.} The scalar modes of a guide with real index profile $n(\mathbf r)$ obey $(\nabla_\perp^2+k_0^2n^2)\psi=\beta^2\psi$, where $k_0$ is the vacuum wave number and $\beta$ the propagation constant. Let $\phi$ be another mode, with constant $\beta'$. Multiply the equation for $\phi$ by $\psi_2$, the equation for $\psi_2$ by $\phi$, subtract, and integrate. The index terms cancel:
\begin{equation}
(\beta'^2-\beta^2)\int\psi_2\phi\,dA
=\int(\psi_2\nabla_\perp^2\phi-\phi\nabla_\perp^2\psi_2)\,dA=0 .
\end{equation}
The last integral is a boundary term, by Green's identity, and it vanishes because $\psi_2$ decays at large distance. The guided mode $\psi_2$ is therefore orthogonal to every mode with a different $\beta^2$, radiation modes included.

Write $E=a\psi_2+\phi$, where $\phi$ now collects everything orthogonal to $\psi_2$. Multiplying by $\psi_2$ and integrating gives $a=\int\psi_2E\,dA/\int\psi_2^2\,dA$. The cross terms in the power vanish:
\begin{equation}
\int|E|^2dA=|a|^2\int\psi_2^2\,dA+\int|\phi|^2dA .
\end{equation}
The first term is the power in the guided mode. Dividing it by the total gives
\begin{equation}
\eta=\frac{\left|\int\psi_2E\,dA\right|^2}{\int\psi_2^2\,dA\;\int|E|^2\,dA}.
\label{eq:eta}
\end{equation}
The normalized overlap is an amplitude; the power fraction is its squared modulus.

\section*{(b) The overlap of the displaced Gaussians}

\textbf{Question.} Calculate the overlap for $E=\psi_1$, and from it the efficiency and the loss in decibels.

\textbf{Solution.} In polar coordinates, for $\alpha>0$,
\begin{equation}
\int e^{-\alpha r^2}dA=2\pi\int_0^\infty re^{-\alpha r^2}dr=\frac{\pi}{\alpha}.
\label{eq:gauss}
\end{equation}
With $\alpha=2/w^2$, each normalization integral is $\int\psi_1^2\,dA=\int\psi_2^2\,dA=\pi w^2/2$. A displacement does not change an integral over the whole plane.

For the overlap, add the exponents and complete the square:
\begin{align}
r^2+|\mathbf r-\mathbf d|^2&=2r^2-2\mathbf r\cdot\mathbf d+d^2\nonumber\\
&=2\left|\mathbf r-\tfrac12\mathbf d\right|^2+\tfrac12d^2 ,
\end{align}
since $2|\mathbf r-\mathbf d/2|^2=2r^2-2\mathbf r\cdot\mathbf d+d^2/2$. The product of the fields is thus a Gaussian centred midway between the axes, reduced by a constant factor:
\begin{equation}
\int\psi_1\psi_2\,dA=e^{-d^2/(2w^2)}\int e^{-2|\mathbf r-\mathbf d/2|^2/w^2}dA
=\frac{\pi w^2}{2}\,e^{-d^2/(2w^2)} .
\end{equation}
Dividing by $\pi w^2/2$ leaves the amplitude overlap $e^{-d^2/(2w^2)}$. Squaring it, as (\ref{eq:eta}) requires, gives
\begin{equation}
\boxed{\eta=e^{-d^2/w^2}},\qquad
L=-10\log_{10}\eta=\frac{10}{\ln10}\,\frac{d^2}{w^2}\ \text{dB}.
\label{eq:law}
\end{equation}
The efficiency is 1 at $d=0$, tends to zero at large $d$, and does not depend on the direction of the offset. Near alignment $\eta\approx1-d^2/w^2$: there is no linear term, so a well-centred joint tolerates small errors. The sensitivity $dL/dd=(20/\ln10)\,d/w^2$ grows in proportion to the offset already present.

\section*{(c) A fibre joint and a cutback measurement}

\textbf{Question.} Take $w=5\,\mu$m and $d=1\,\mu$m. Find the loss and the offset that costs 1 dB. Then suppose that propagation loss is found from two chips, 1 cm and 2 cm long, and that the longer one alone has this offset at one facet. What is the error?

\textbf{Solution.} Here $d^2/w^2=1/25=0.04$. The amplitude overlap is $e^{-0.02}=0.9802$, the efficiency is $e^{-0.04}=0.9608$, and
\begin{equation}
L=4.343\times0.04=0.174\ \text{dB}.
\end{equation}
Setting $L=1$ dB in (\ref{eq:law}) gives $d=w\sqrt{\ln10/10}=2.40\,\mu$m. Doubling the offset to $2\,\mu$m quadruples the loss to 0.695 dB, and at $d=w$ it is 4.34 dB. If the mode-field diameter were inserted for $w$, the loss would come out four times too small, 0.043 dB.

The total loss in decibels of a chip of length $\ell$ is $\alpha\ell+C$, where $\alpha$ is the propagation loss and $C$ the coupling loss. The difference between the two chips yields
\begin{equation}
\alpha_{\rm app}=\frac{(\alpha\ell_2+C+L)-(\alpha\ell_1+C)}{\ell_2-\ell_1}
=\alpha+\frac{L}{\ell_2-\ell_1}.
\end{equation}
For an assumed $\alpha=2$ dB/cm, the apparent value is 2.174 dB/cm, which is 8.7\% above the assumed one. The same offset on the shorter chip alone would make the result too low by the same amount. Equal offsets on both chips cancel, and a larger length difference dilutes the error.

Thermal drift can produce such a difference between measurements. An unbalanced aluminium mount 10 mm long, with a rough expansion coefficient of $2.3\times10^{-5}$ per kelvin, moves by $0.23\,\mu$m for 1 K. If the motion increases the offset, the loss rises from 0.174 to 0.263 dB.

\section*{(d) The missing power}

\textbf{Question.} Expand the displaced field in Hermite--Gauss functions centred on the other axis. Do the powers add up to the incident power?

\textbf{Solution.} Put the displacement along $x$; the $y$ factors of the two fields are then identical. By symmetry, either field may be called the displaced one. The Hermite polynomials are defined by
\begin{equation}
e^{2\xi t-t^2}=\sum_{n=0}^\infty H_n(\xi)\frac{t^n}{n!}.
\end{equation}
Multiplying two such series, with parameters $t$ and $u$, by $e^{-\xi^2}$ and integrating gives
\begin{equation}
\int e^{-\xi^2+2\xi(t+u)-t^2-u^2}d\xi=\sqrt\pi\,e^{2tu},
\end{equation}
because the exponent equals $-(\xi-t-u)^2+2tu$. The right side contains equal powers of $t$ and $u$ only, so comparing coefficients yields $\int H_mH_ne^{-\xi^2}d\xi=\sqrt\pi\,2^nn!\,\delta_{mn}$.

Let $\xi=\sqrt2\,x/w$ and $t=d/(\sqrt2\,w)$. Then $2\xi t=2xd/w^2$ and $2t^2=d^2/w^2$, so
\begin{equation}
e^{-(x-d)^2/w^2}=e^{-\xi^2/2}e^{2\xi t-2t^2}
=e^{-t^2}\sum_n\frac{t^n}{n!}H_n(\xi)e^{-\xi^2/2}.
\end{equation}
The squared norm of the $n$th term is $e^{-2t^2}t^{2n}2^n\sqrt\pi/n!$, and that of the whole field is $\sqrt\pi$ in the variable $\xi$. With $s=2t^2=d^2/w^2$, the power fractions are
\begin{equation}
p_n=e^{-s}\frac{s^n}{n!},\qquad \sum_{n=0}^\infty p_n=e^{-s}e^s=1 .
\end{equation}
The fraction $p_0$ is the coupling efficiency found in (b), and no power is unaccounted for. In the example, $p_0=0.9608$, $p_1=0.0384$ and $p_2=0.0008$: most of the lost power has the antisymmetric shape of the first-order function. These functions serve as a complete set for the accounting. In a single-mode chip guide, the same lost field is carried by radiation modes.

\section*{(e) Tilt, gap and unequal spots}

\textbf{Question.} How does the efficiency change if (i) the incoming beam is tilted by a small angle $\theta$ in the plane of the offset, (ii) the facets are a distance $z$ apart, or (iii) the chip spot has radii $w_x$ and $w_y$?

\textbf{Solution.} All three cases use
\begin{equation}
\int e^{-Ax^2+Bx}dx=\sqrt{\frac{\pi}{A}}\,e^{B^2/(4A)},\qquad \operatorname{Re}A>0 .
\label{eq:complex}
\end{equation}
For real $A$ and $B$ this follows by completing the square and taking the square root of (\ref{eq:gauss}), which is a product of two equal one-dimensional integrals. Both sides are analytic in $A$ and $B$, so it holds for complex values too.

\textit{(i) Tilt.} The incoming field gains a phase $e^{ik\theta x}$, with $k=2\pi n/\lambda$. In the overlap, $A=2/w^2$ and $B=2d/w^2+ik\theta$, so
\begin{equation}
\frac{B^2}{4A}-\frac{d^2}{w^2}=-\frac{d^2}{2w^2}-\frac{k^2\theta^2w^2}{8}+\frac{ik\theta d}{2}.
\end{equation}
The imaginary term drops out of the modulus. Squaring gives $\eta=e^{-d^2/w^2}e^{-(kw\theta/2)^2}$. A larger spot tolerates more offset but less tilt.

\textit{(ii) Gap.} Resolve the beam into plane waves of transverse wave vector $\mathbf q$. Since $\sqrt{k^2-q^2}\approx k-q^2/(2k)$ for $q\ll k$, each wave gains the phase $-q^2z/(2k)$ relative to the axial one. By (\ref{eq:complex}), each mode has a spectrum proportional to $e^{-q^2w^2/4}$, and the displacement adds a phase $\mathbf q\cdot\mathbf d$. The overlap is proportional to
\begin{equation}
\int e^{-\frac{w^2}{2}(1+iu)q^2+i\mathbf q\cdot\mathbf d}\,d^2q
=\frac{2\pi}{w^2(1+iu)}\exp\!\left[-\frac{d^2}{2w^2(1+iu)}\right],
\end{equation}
with $u=z/(kw^2)=z/(2z_R)$ and $z_R=kw^2/2$, the Rayleigh length. Divide by the value $2\pi/w^2$ at $z=d=0$ and take the squared modulus. As $\operatorname{Re}[1/(1+iu)]=1/(1+u^2)$,
\begin{equation}
\eta=\kappa\,e^{-\kappa d^2/w^2},\qquad \kappa=\frac{1}{1+(z/2z_R)^2}.
\end{equation}
The gap lowers the peak efficiency to $\kappa$ and multiplies the offset part of the loss in decibels by $\kappa$. For offsets beyond about $w$, the spread beam couples better than the unspread one.

\textit{(iii) Unequal spots.} Along $x$, $A=1/w^2+1/w_x^2$ and $B=2d/w_x^2$. The exponent is
\begin{equation}
\frac{B^2}{4A}-\frac{d^2}{w_x^2}
=\frac{d^2}{w_x^2}\left(\frac{w^2}{w^2+w_x^2}-1\right)=-\frac{d^2}{w^2+w_x^2}.
\end{equation}
The squared prefactor $\pi/A$, divided by the norms $w\sqrt{\pi/2}$ and $w_x\sqrt{\pi/2}$, is $2ww_x/(w^2+w_x^2)$. The $y$ direction gives the same factor with $w_y$ and no offset:
\begin{equation}
\eta=\frac{2ww_x}{w^2+w_x^2}\,\frac{2ww_y}{w^2+w_y^2}\,
\exp\!\left(-\frac{2d^2}{w^2+w_x^2}\right).
\end{equation}

For $\lambda=1.55\,\mu$m and a gel of index 1.45, $k=5.878$ rad/$\mu$m and $z_R=73.5\,\mu$m. With the $1\,\mu$m offset held fixed, a $10\,\mu$m gap raises the total loss from 0.174 to 0.193 dB, a tilt of $0.5^\circ$ raises it to 0.245 dB, and a chip spot with $w_x=4.5\,\mu$m, $w_y=4.0\,\mu$m raises it to 0.323 dB.

With all three present, the loss is 0.395 dB if the tilted beam walks towards the receiver and 0.432 dB if it walks away. The sign matters because the product of the two spectra is centred at $\bar q=k\theta w^2/(w^2+w_x^2)$. There the gap phase has slope $-\bar qz/k$, which shifts the effective offset by $\theta zw^2/(w^2+w_x^2)=0.048\,\mu$m. Moving $d$ by this amount either way changes the loss by 0.037 dB between the two signs, as found.

\section*{(f) A mode that is not Gaussian}

\textbf{Question.} What replaces $w$ for another real, circular mode at small offset, and does the Gaussian law survive at large offset?

\textbf{Solution.} Normalize $\int\psi^2dA=1$ and let $O$ be the overlap of $\psi$ with its displaced copy. Expanding the square shows that
\begin{equation}
1-O=\frac12\int[\psi(\mathbf r)-\psi(\mathbf r-\mathbf d)]^2dA
\approx\frac{d^2}{2}\int\left(\frac{\partial\psi}{\partial x}\right)^2dA .
\end{equation}
To leading order, $\eta=O^2\approx1-d^2/w_P^2$, with $1/w_P^2=\int(\partial\psi/\partial x)^2dA$. For the Gaussian, $\partial\psi/\partial x=-2x\psi/w^2$ and $\int x^2\psi^2dA=w^2/4$, so $w_P=w$.

A scalar step-index fibre with rough typical data, core radius $a=4.1\,\mu$m and numerical aperture 0.125, has $w_P=4.93\,\mu$m at $1.55\,\mu$m. Its computed offset losses, beside those of the Gaussian with $w=5\,\mu$m, are:
\begin{center}
\begin{tabular}{ccc}
$d$ ($\mu$m) & fibre mode (dB) & Gaussian (dB)\\
1 & 0.178 & 0.174\\
5 & 4.22 & 4.34\\
15 & 27.0 & 39.1
\end{tabular}
\end{center}
The large discrepancy at $15\,\mu$m comes from the tail. Outside the core, the fibre field falls roughly as $e^{-Wr/a}/\sqrt r$, with $W=1.38$. The field is positive and decreases outward, so the core region alone contributes at least a constant times $\psi(d+a)$ to $O$. The loss in decibels can therefore grow no faster than linearly in $d$, apart from a logarithm, whereas the Gaussian law grows as $d^2$.

\section*{The model beside a real joint}

A mode radius near $5\,\mu$m is typical of standard single-mode fibre at 1550 nm, and 2 dB/cm is a plausible rough figure for a silicon wire waveguide. Many edge couplers have smaller spots and are used with lensed fibres; for $w=1.5\,\mu$m, the same $1\,\mu$m offset would cost $4.343/2.25=1.9$ dB. For the sizes chosen in (e), with gel in place, the unequal spot matters most, nearly doubling the loss. The ranking depends on those sizes: a tilt of $0.75^\circ$ gives 0.334 dB and already costs more.

Without gel, reflections can matter more. Each glass--air face has amplitude reflection of magnitude $r=(n-1)/(n+1)$. In a quarter-wave gap, successive round trips alternate in sign, so the transmitted power is $[(1-r^2)/(1+r^2)]^2=[2n/(n^2+1)]^2$ for plane waves at normal incidence. For $n=1.45$ on both faces this is a loss of 0.59 dB, the largest reflection loss of a plane wave as the gap varies. Diffraction of a finite beam adds to it as the gap widens. A chip facet of higher index $n_2$ reflects more: the quarter-wave transmission becomes $4nn_2/(1+nn_2)^2$, a loss of 1.2 dB for $n_2=2.0$. By contrast, for $w=5\,\mu$m in gel, weighting each plane wave by the cosine of its angle changes the offset loss by only 0.0002 dB, a fraction of about $1/(kw)^2$. For $w=1.5\,\mu$m in gel the change is near 0.03 dB. Polarization corrections are of similar order and are left out.

\section*{Computed values}
\begin{verbatim}
Mode radius w: 5.0 um
Offset d: 1.0 um
Wavelength: 1.55 um; gel index: 1.45
Squared ratio d^2/w^2: 0.0400
Amplitude overlap: 0.98020
Power efficiency: 0.96079
Offset loss: 0.1737 dB
Loss slope at this offset: 0.3474 dB/um
Offset for 1 dB loss: 2.399 um
Offset 0.5 um: efficiency 0.9900, loss 0.043 dB
Offset 2.0 um: efficiency 0.8521, loss 0.695 dB
Offset 3.0 um: efficiency 0.6977, loss 1.563 dB
Offset 5.0 um: efficiency 0.3679, loss 4.343 dB
Wrong loss if the diameter is used as w: 0.0434 dB
Power in Hermite-Gauss mode 0: 0.96079
Power in Hermite-Gauss mode 1: 0.03843
Power in Hermite-Gauss mode 2: 0.00077
Sum of 25 mode powers: 1.00000000
Cutback lengths: 1.0 and 2.0 cm
Assumed propagation loss: 2.000 dB/cm
Apparent propagation loss: 2.174 dB/cm
Wave number in gel: 5.8778 rad/um
Rayleigh length in gel: 73.47 um
Total loss with offset and 10 um gap: 0.1930 dB
Total loss with offset and 0.5 deg tilt: 0.2451 dB
Chip spot radii: 4.5 and 4.0 um
Total loss with offset and chip spot: 0.3233 dB
All three, tilt towards receiver: 0.3953 dB
All three, tilt away from receiver: 0.4321 dB
Largest reflection loss of an air gap: 0.5863 dB
Offset loss, oblique-wave weighting: 0.17352 dB
Offset loss, Gaussian law, same digits: 0.17372 dB
Mount length: 10 mm; expansion: 2.3e-05 1/K
Mount drift for 1 K: 0.230 um
Offset loss after outward drift: 0.2628 dB
Fibre core radius: 4.1 um; aperture: 0.125
Fibre parameters V, U, W: 2.0775, 1.5537, 1.3791
Fibre small-offset mode radius: 4.930 um
Offset 1 um: fibre mode 0.178 dB, Gaussian w=5 um 0.174 dB, Gaussian fibre radius 0.179 dB
Offset 5 um: fibre mode 4.221 dB, Gaussian w=5 um 4.343 dB, Gaussian fibre radius 4.467 dB
Offset 15 um: fibre mode 27.006 dB, Gaussian w=5 um 39.087 dB, Gaussian fibre radius 40.199 dB
\end{verbatim}
